# Sisyphus cooling of a J = 1/2 to 3/2 atom in lin-perp-lin light, part 1

(Sections cited here and not found follow in the second part.)

## 1. Light shifts, optical pumping and the friction force

An atom of mass \(m\) has a ground level with \(J=1/2\) and an excited level with \(J=3/2\), whose sublevels all decay at the rate \(\Gamma\). It moves along \(z\) in two counterpropagating waves of equal amplitude, wave number \(k\) and frequency \(\omega\), linearly polarized along \(x\) and \(y\). The detuning from the atomic frequency \(\omega_A\) is \(\delta=\omega-\omega_A\), and cooling will require \(\delta<0\). The quantization axis is \(z\). The ground states are \(|g_\pm\rangle\), with magnetic quantum number \(\pm1/2\), and the excited states are \(|e_\mu\rangle\).

The positive-frequency part of the field is proportional to the vector

\[
\boldsymbol\epsilon(z)=\hat{\mathbf x}\,e^{ikz}+i\hat{\mathbf y}\,e^{-ikz}. \tag{1}
\]

The factor \(i\) fixes the origin of \(z\): a displacement by \(z_0\) changes the relative phase of the two terms by \(2kz_0\), so any phase can be brought to this value. With \(\mathbf e_\pm=\mp(\hat{\mathbf x}\pm i\hat{\mathbf y})/\sqrt2\), the circular components \(\epsilon_\pm=\mathbf e_\pm^*\cdot\boldsymbol\epsilon\) are

\[
\epsilon_+=-\frac{e^{ikz}+e^{-ikz}}{\sqrt2}=-\sqrt2\cos kz,\qquad
\epsilon_-=\frac{e^{ikz}-e^{-ikz}}{\sqrt2}=i\sqrt2\sin kz . \tag{2}
\]

Their intensities, in units of the intensity of one wave, are

\[
|\epsilon_\pm|^2=1\pm\cos2kz . \tag{3}
\]

The total intensity is uniform. The polarization changes from \(\sigma^+\) at \(z=0\) to \(\sigma^-\) at \(kz=\pi/2\), and is linear halfway between.

### Coupling strengths

The relative dipole amplitudes are the Clebsch-Gordan coefficients for adding a photon of spin component \(q\) to the ground spin. The stretched state is \(|e_{3/2}\rangle=|{+\tfrac12}\rangle|q{=}1\rangle\), with coefficient 1. Applying the lowering operator to both sides gives

\[
\sqrt3\,|e_{1/2}\rangle=|{-\tfrac12}\rangle|1\rangle+\sqrt2\,|{+\tfrac12}\rangle|0\rangle . \tag{4}
\]

The squared coefficients are therefore \(1\) for \(g_+\leftrightarrow e_{3/2}\), \(1/3\) for \(g_-\leftrightarrow e_{1/2}\) and \(2/3\) for \(g_+\leftrightarrow e_{1/2}\). Raising the other stretched state gives the same values with all signs of the magnetic quantum numbers reversed. They are also the branching ratios of spontaneous emission, because they sum to one for each excited state.

Let \(\Omega\) be the Rabi frequency of one wave on a transition with coefficient 1, and define the saturation parameter of one wave

\[
s_0=\frac{\Omega^2/2}{\delta^2+\Gamma^2/4}\ll1 . \tag{5}
\]

### Elimination of the excited states

Between spontaneous emissions, the rotating-wave equations for a ground amplitude \(a_g\) and an excited amplitude \(a_e\), coupled with coefficient \(C\) by the component \(\epsilon_q\), are

\[
i\dot a_e=-\left(\delta+\frac{i\Gamma}{2}\right)a_e+\frac{\Omega}{2}C\epsilon_q a_g,\qquad
i\dot a_g=\frac{\Omega}{2}C\epsilon_q^*a_e . \tag{6}
\]

At low saturation \(a_g\) changes slowly on the scale \(|\delta+i\Gamma/2|^{-1}\). We also take the Doppler shift \(kv\) and the recoil frequency to be small on that scale. Then \(a_e\) follows \(a_g\), and setting \(\dot a_e=0\) gives

\[
a_e=\frac{\Omega}{2}\,\frac{C\epsilon_q}{\delta+i\Gamma/2}\,a_g . \tag{7}
\]

Insertion in the second equation of (6) gives

\[
i\hbar\dot a_g=\hbar\frac{\Omega^2}{4}\frac{\delta-i\Gamma/2}{\delta^2+\Gamma^2/4}C^2|\epsilon_q|^2a_g
=\frac{\hbar s_0}{2}\left(\delta-\frac{i\Gamma}{2}\right)C^2|\epsilon_q|^2a_g . \tag{8}
\]

A complex energy \(U-i\hbar R/2\) describes a level shift \(U\) and a loss of population at the rate \(R\). Each coupling thus contributes

\[
U=\frac{\hbar\delta s_0}{2}C^2|\epsilon_q|^2,\qquad
R=\frac{\Gamma s_0}{2}C^2|\epsilon_q|^2 . \tag{9}
\]

The two ground states are not mixed by absorption followed by stimulated emission. Exchanging a \(\sigma^+\) for a \(\sigma^-\) photon changes the magnetic quantum number by two, whereas the ground states differ by one. A spontaneous emission of given polarization from an atom that was in \(g_+\) also leaves it in one definite ground state, and the same holds for \(g_-\). Populations therefore create no ground-state coherence.

A coherence present initially decays. In units of \(\Gamma s_0/2\), its loss rate is the mean of the two scattering rates, \(4/3\). Absorption and emission of \(\sigma^+\) light have the combined amplitude \(\epsilon_+\) for \(g_+\) and \(\epsilon_+/3\) for \(g_-\); for \(\sigma^-\) light the factors are exchanged. The products of these amplitudes restore the coherence at the rate \((|\epsilon_+|^2+|\epsilon_-|^2)/3=2/3\) in the same units. Absorption followed by \(\pi\) emission exchanges the two states, with amplitudes of magnitude \(\sqrt2|\epsilon_-|/3\) from \(g_+\) and \(\sqrt2|\epsilon_+|/3\) from \(g_-\). It restores coherence at a rate of magnitude \(2|\epsilon_+\epsilon_-|/9\), which is at most \(2/9\). The net decay rate is at least \((4/9)(\Gamma s_0/2)=2\Gamma s_0/9\). After this decay the populations \(\Pi_\pm\) of the two ground states suffice.

### The two potentials

For \(g_+\), the \(\sigma^+\) light has weight 1 and the \(\sigma^-\) light has weight \(1/3\). From (3) and (9),

\[
\begin{aligned}
U_+&=\frac{\hbar\delta s_0}{2}\left[(1+\cos2kz)+\frac{1-\cos2kz}{3}\right]\\
&=\hbar\delta s_0\left(\frac23+\frac13\cos2kz\right).
\end{aligned}\tag{10}
\]

For \(g_-\) the weights are exchanged, which reverses the sign of the cosine. With \(\delta=-|\delta|\) and

\[
U_0=\frac23\hbar|\delta|s_0, \tag{11}
\]

the potentials are

\[
U_\pm(z)=-U_0\mp\frac{U_0}{2}\cos2kz . \tag{12}
\]

Thus \(U_0\) is the difference in height between the top and the bottom of either potential. Where the light is purely \(\sigma^+\), \(g_+\) is at its lowest energy and \(g_-\) at its highest.

### Optical pumping

An atom in \(g_-\) reaches \(g_+\) by absorbing \(\sigma^+\) light, with weight \(1/3\), and then emitting a \(\pi\) photon, with probability \(2/3\). The rate is

\[
\gamma_{-\to+}=\frac{\Gamma s_0}{2}\,\frac13\,\frac23\,(1+\cos2kz)
=\frac{2\Gamma s_0}{9}\cos^2kz . \tag{13}
\]

The reverse process uses \(\sigma^-\) light. Hence

\[
\gamma_{-\to+}=\frac{\cos^2kz}{\tau},\qquad
\gamma_{+\to-}=\frac{\sin^2kz}{\tau},\qquad
\tau=\frac{9}{2\Gamma s_0}. \tag{14}
\]

The rates add up to \(1/\tau\) at every position. Let \(\eta=\Pi_+-\Pi_-\), so that \(\Pi_\pm=(1\pm\eta)/2\). For an atom at rest,

\[
\dot\eta=2(\gamma_{-\to+}\Pi_--\gamma_{+\to-}\Pi_+)
=-\frac{\eta-\cos2kz}{\tau}. \tag{15}
\]

The stationary value is \(\eta=\cos2kz\), or \(\Pi_+=\cos^2kz\) and \(\Pi_-=\sin^2kz\). For red detuning the more populated state is the one with the lower energy, and \(\tau\) is the time needed to establish this distribution.

### The lag of a moving atom

Let the atom move at constant velocity \(v\), which requires that its velocity change little during \(\tau\) and during the crossing of one period. The time derivative in (15) becomes \(v\,d/dz\), and after the initial transient \(\eta\) is periodic in \(z\). Insert \(\eta=a\cos2kz+b\sin2kz\) and write \(\xi=2kv\tau\). Then

\[
\xi(-a\sin2kz+b\cos2kz)=(1-a)\cos2kz-b\sin2kz . \tag{16}
\]

The sine terms give \(b=\xi a\), and the cosine terms give \(\xi b=1-a\). Therefore \(a=1/(1+\xi^2)\) and

\[
\eta=\frac{\cos2kz+\xi\sin2kz}{1+\xi^2},\qquad \xi=2kv\tau . \tag{17}
\]

For small \(\xi\) this is \(\cos2k(z-v\tau)\) to first order: the atom carries the populations appropriate to the place where it was a time \(\tau\) earlier.

### The friction force

The force in state \(g_+\) is \(-dU_+/dz\), and that in \(g_-\) is its opposite:

\[
F_\pm=\pm f,\qquad f(z)=-kU_0\sin2kz . \tag{18}
\]

The mean force is \(\Pi_+F_++\Pi_-F_-=f\eta\). In its spatial average, the product of sine and cosine vanishes and \(\sin^22kz\) gives \(1/2\):

\[
\bar F=-\frac{kU_0}{2}\frac{\xi}{1+\xi^2}
=-\frac{k^2U_0\tau\,v}{1+4k^2v^2\tau^2}. \tag{19}
\]

This has the form

\[
\bar F=-\frac{\alpha v}{1+v^2/v_c^2},\qquad v_c=\frac{1}{2k\tau}=\frac{\Gamma s_0}{9k}, \tag{20}
\]

with

\[
\alpha=k^2U_0\tau
=k^2\left(\frac23\hbar|\delta|s_0\right)\left(\frac{9}{2\Gamma s_0}\right)
=\frac{3\hbar k^2|\delta|}{\Gamma}. \tag{21}
\]

The intensity cancels. Stronger light makes the hills higher in proportion to \(s_0\), but it also shortens the lag in proportion to \(1/s_0\). The intensity does set the range over which the force is linear, since \(v_c\propto s_0\), and the largest mean force, \(\alpha v_c/2=kU_0/4\), reached at \(v=v_c\). For \(v\gg v_c\) the atom crosses many hills before being pumped, and the force (20) falls as \(1/v\). This holds only until the Doppler force estimated below, which grows with \(v\), takes over.

For blue detuning the light shifts change sign while the pumping rates do not. The friction coefficient is then negative, and the atom is accelerated. The Doppler shifts neglected in (7) change the light forces, which are at most of order \(\hbar ks_0|\delta+i\Gamma/2|\), by a fraction of order \(kv/|\delta+i\Gamma/2|\). The resulting force is at most of order \(\hbar k^2s_0v\). For \(v\lesssim v_c\) it is smaller than the friction force \(\alpha v\) by a factor of order \(s_0\Gamma/|\delta|\) or less. Above \(v_c\) it keeps growing while (20) falls: for \(\delta=-3\Gamma\) and \(s_0=0.05\) the two become comparable near \(v=20\,v_c\), and beyond that the total force rises again.

### Where the energy goes

A transfer from \(g_+\) to \(g_-\) removes the potential energy \(U_+-U_-=-U_0\cos2kz\). The net transfer rate in that direction is

\[
\frac{\Pi_+\sin^2kz-\Pi_-\cos^2kz}{\tau}=\frac{\eta-\cos2kz}{2\tau}, \tag{22}
\]

by (15). The mean power removed by pumping is the average of the product. From (17), \(\overline{\eta\cos2kz}=1/[2(1+\xi^2)]\), while \(\overline{\cos^22kz}=1/2\). Hence

\[
\begin{aligned}
\overline{\dot Q}&=-\frac{U_0}{2\tau}\left[\frac{1}{2(1+\xi^2)}-\frac12\right]
=\frac{U_0}{4\tau}\frac{\xi^2}{1+\xi^2}\\
&=\frac{k^2U_0\tau v^2}{1+\xi^2}=-\bar Fv . 
\end{aligned}\tag{23}
\]

The work done against friction is the potential energy removed by pumping. Equation (14) shows how: an atom in \(g_+\) is pumped fastest where \(\sin^2kz=1\), at the top of \(U_+\), and arrives at the bottom of \(U_-\). It then climbs again, which gives the mechanism its name. The spontaneous photon carries the difference, having on average a higher frequency than the absorbed one. An atom at rest has \(\eta=\cos2kz\), and the net transfer (22) vanishes at every point.

### Fluctuations of the dipole force

Friction alone would stop the atom. It is opposed first by the random switching of the force between \(f\) and \(-f\). Hold the atom at \(z\), and let \(\sigma(t)=\pm1\) denote its state. The mean of \(\sigma\) is \(\cos2kz\), and since \(\sigma^2=1\) its variance is \(1-\cos^22kz=\sin^22kz\). By (15), a deviation from the mean decays on average as \(e^{-t/\tau}\). The force correlation is therefore

\[
\langle\delta F(t)\,\delta F(0)\rangle=f^2\sin^22kz\;e^{-t/\tau}. \tag{24}
\]

Over a time \(t\gg\tau\), the momentum variance grows as \(2Dt\), where \(D\) is the time integral of the correlation from zero to infinity. This gives

\[
D_{\rm dip}(z)=k^2U_0^2\tau\sin^42kz . \tag{25}
\]

The average of \(\sin^4\) is \(3/8\), and (11) and (14) give \(k^2U_0^2\tau=2\hbar^2k^2\delta^2s_0/\Gamma\). Thus

\[
\overline{D_{\rm dip}}=\frac34\,\frac{\hbar^2k^2\delta^2s_0}{\Gamma}. \tag{26}
\]

Unlike friction, diffusion is proportional to intensity: it contains two powers of the potential height and one of the pumping time. This difference is the origin of a temperature proportional to the light shift.

## 2. Recoil, temperature and the limits of the result

The symbols carried over are the one-wave saturation parameter \(s_0\), the potential height \(U_0=\tfrac23\hbar|\delta|s_0\) and the pumping time \(\tau=9/(2\Gamma s_0)\). The ground states have potentials \(-U_0\mp(U_0/2)\cos2kz\), forces \(\pm f\) with \(f=-kU_0\sin2kz\), and populations \(\cos^2kz\) and \(\sin^2kz\) at rest. The friction coefficient is \(\alpha=k^2U_0\tau=3\hbar k^2|\delta|/\Gamma\) for \(v\ll v_c=1/(2k\tau)\), and the dipole-force diffusion is \(D_{\rm dip}=k^2U_0^2\tau\sin^42kz\).

We have found the friction force on the moving atom and the momentum diffusion caused by random switching of the dipole force. It remains to add the diffusion from photon recoils, obtain the temperature, and examine the effect of localization and the limits of the result.
